Optimal thermally assisted tunnelling from a trap in a uniform field

**A case with a tie**

An electron sits in a trap of depth E_t below the conduction band edge of a dielectric. It can leave by gaining the whole energy E_t from the lattice, with weight exp(−E_t/kT), or by tunnelling straight out through the triangular barrier that an applied field makes, with weight exp(−A). Choose the field so that the two weights are equal: A = E_t/kT.

Now let the electron gain part of the energy, so that a barrier of height W = wE_t remains. The thermal cost falls to (1 − w)E_t/kT. The tunnelling cost is proportional to the barrier length, which scales as W, times a mean decay constant, which scales as √W. It is therefore w^(3/2) E_t/kT. Compared with purely thermal escape, the mixed route gains the exponent

(E_t/kT)(w − w^(3/2)).

This vanishes at w = 0 and at w = 1, the two pure routes, and is positive between them. Its derivative, 1 − (3/2)√w, vanishes at w = 4/9, where the gain is (4/9 − 8/27)E_t/kT = (4/27)E_t/kT. For E_t/kT = 35 the mixed route wins by exp(5.2), about 180. The theorem gives the largest exponent at any field.

**Setting and assumptions**

The elementary charge q and the field magnitude F are positive, m is the effective mass, and T is the temperature. W is measured downward from the band edge at the trap, so the energy taken from the lattice is ε = E_t − W. The assumptions are these.

1. The trap is neutral when empty, so that no Coulomb attraction acts on the departing electron.
2. The band is parabolic and the field is uniform along the tunnelling path.
3. The lattice supplies ε with weight exp(−ε/kT), and the attempt rate ν is the same at every energy.
4. Tunnelling has probability exp(−A(W)) for 0 < W ≤ E_t, with A the WKB action; above the band edge escape is certain.

The emission rate of the model is

e(F) = ν ∫₀^∞ (dε/kT) exp(−ε/kT) P(ε),

where P is the escape probability. At zero field P = 0 below the edge and P = 1 above it, so e(0) = ν exp(−E_t/kT). Dividing by e(0) and using W = E_t − ε below the edge gives

e(F)/e(0) = 1 + ∫₀^(E_t) (dW/kT) exp[g(W)],  g(W) = W/kT − A(W).

The 1 comes from energies above the edge.

**Theorem.** Define

W* = (qħF)²/[8m(kT)²],  S = (qħF)²/[24m(kT)³].

(a) If W* < E_t, the largest value of g on [0, E_t] is S, reached at W = W*.

(b) If W* ≥ E_t, the largest value is E_t/kT − A(E_t), reached at ε = 0, which is tunnelling without thermal help.

(c) If W*/kT → ∞ with W*/E_t fixed below 1, then e(F)/e(0) approaches 2√(πW*/kT) exp(S), in the sense that their ratio tends to 1.

The energy that must stay below the trap depth in (a) is the remaining barrier W*. The optimum thermal excitation is ε* = E_t − W*, and the condition says that it is positive.

**Lemma 1 (action and traversal time).**

A(W) = 4√(2m) W^(3/2)/(3qħF),  dA/dW = 2τ/ħ,  τ = √(2mW)/(qF).

Proof. At distance x from the trap the electron is below the band edge by W − qFx, and its amplitude decays with constant κ = √[2m(W − qFx)]/ħ up to the exit point x = W/(qF). The probability is the squared amplitude, hence the factor 2 in

A = 2∫κ dx = (2√(2m)/ħ) ∫₀^(W/qF) √(W − qFx) dx.

With u = W − qFx and dx = −du/(qF), the integral is (1/qF)∫₀^W √u du = 2W^(3/2)/(3qF), which gives A. Differentiating,

dA/dW = (4√(2m)/(3qħF)) (3/2)√W = 2√(2mW)/(qħF) = 2τ/ħ.

To read τ, assign the speed √[2(W − qFx)/m] under the barrier. The integral of dx over this speed is √(m/2) · 2√W/(qF) = √(2mW)/(qF) = τ. So τ is the time to cross the barrier turned upside down. ∎

**Proof of (a) and (b).** By Lemma 1,

g′(W) = 1/kT − 2√(2mW)/(qħF).

This decreases as W grows, so g has one maximum on W > 0, where g′ = 0:

√(2mW*) = qħF/(2kT).

Squaring and dividing by 2m gives W* = (qħF)²/[8m(kT)²]. If W* < E_t, the maximum lies inside the allowed interval. Since A is proportional to W^(3/2), A = (2/3)W dA/dW. At the maximum dA/dW = 1/kT, so

A(W*) = 2W*/(3kT),
g(W*) = W*/kT − 2W*/(3kT) = W*/(3kT) = (qħF)²/[24m(kT)³] = S.

If W* ≥ E_t, then g′ > 0 for all W < E_t, and the largest value is at W = E_t. ∎

In case (a), the traversal time at the optimum is τ = ħ/(2kT). Temperature alone fixes the traversal time; field and mass then determine how high a barrier can be crossed in that time. A stronger field or a lighter electron allows a higher barrier, so less heat is needed.

**Proof of (c).** Put W = W*s and z* = W*/kT. The condition dA/dW = 1/kT at s = 1 fixes the coefficient of the action, and

g = z*φ(s),  φ(s) = s − (2/3)s^(3/2).

Here φ(1) = 1/3, φ′(1) = 0, and φ″(s) = −1/(2√s), so φ″(1) = −1/2. The upper limit s = E_t/W* is fixed and exceeds 1. As z* grows, any s at a fixed distance from 1 contributes an exponentially smaller amount than the neighbourhood of 1, where φ ≈ 1/3 − (s − 1)²/4. Since dW/kT = z* ds, the integral tends to

z* exp(z*/3) ∫ exp[−z*(s − 1)²/4] ds = z* exp(S) √(4π/z*) = 2√(πz*) exp(S).

The added 1 is negligible beside this. ∎

In this limit the remaining barriers of the escaping electrons are spread around W* with standard deviation kT√(2z*). At finite z* the formula is useful if several such widths fit between W* and both ends of the interval.

**Remark 1 (the limiting field).** Setting W* = E_t gives

F_c = √(8mE_t) kT/(qħ).

With r = F/F_c, W* = r²E_t and S = r²E_t/(3kT). For case (b), dA/dW is proportional to √W and equals 1/kT at W*, so at E_t it is √(E_t/W*)/kT = 1/(r kT). Hence A(E_t) = 2E_t/(3r kT), and the exponent is

B = (E_t/kT)[1 − 2/(3r)].

At r = 1 both S and B equal E_t/(3kT), and both have slope 2E_t/(3kT) with respect to r. The curves join smoothly. Beyond the join,

S − B = (E_t/3kT)(r² − 3 + 2/r) = (E_t/3kT)(r − 1)²(r + 2)/r > 0.

The quadratic law then overestimates the exponent, because it calls for a barrier higher than the trap is deep. The opening tie has A(E_t) = E_t/kT, hence r = 2/3 and W* = 4E_t/9, as found there.

**Remark 2 (weak field).** If z* is small, S is small too, but the integral does not reduce to 1 + S. In terms of z = W/kT its exponent is z − Kz^(3/2) with K = 2/(3√z*). For large K only small z contribute and the first term may be dropped. If also A(E_t) ≫ 1, the upper limit may be sent to infinity. With t = Kz^(3/2),

e(F)/e(0) ≈ 1 + (2/3)K^(−2/3) ∫₀^∞ t^(−1/3) e^(−t) dt = 1 + Γ(5/3)(9z*/4)^(1/3),

where Γ is the gamma function and Γ(5/3) ≈ 0.90. In this limit the increase goes as F^(2/3). The limit is reached slowly: in the example below, 0.3 MV/cm is still too strong a field for the formula. It comes from electrons just below the edge, whose action is of order one. WKB is not accurate there, so this is a limit of the model integral and a rough guide to the rate.

**Remark 3 (activation energy).** Let β = 1/kT, and hold F and ν fixed. Since S is proportional to β³, dS/dβ = 3S/β = 3S kT = W*. The exponential part of the rate, exp(−βE_t + S), therefore has apparent activation energy

−d(−βE_t + S)/dβ = E_t − W* = ε*.

Apart from the prefactor, the local slope of an Arrhenius plot thus reads the optimum excitation at that temperature, not the trap depth. Since W* changes with temperature, the plot is curved. The prefactor in (c) is proportional to √(βW*), that is to β^(3/2), and lowers the result by a further 3kT/2.

**Worked example**

Take E_t = 1.20 eV, m = 0.50 electron masses, T = 398.15 K (125 °C) and F = 2.00 MV/cm. Then kT = 0.03431 eV, qF = 0.200 eV/nm and ħ²/(2m) = 0.07620 eV nm². The optimum barrier is

W* = 0.07620 × 0.200²/(4 × 0.03431²) = 0.647 eV,

which is below E_t. The electron takes ε* = 1.200 − 0.647 = 0.553 eV from the lattice and tunnels 0.647/0.200 = 3.24 nm in a traversal time ħ/(2kT) = 9.6 fs. The exponent is

S = 0.6473/(3 × 0.03431) = 6.29,  exp(S) ≈ 540.

A direct search for the maximum of g, with the action found by quadrature, also gives 6.29. With z* = 18.87 the prefactor is 2√(π × 18.87) = 15.4, so (c) gives an enhancement of about 8290. The full integral gives 8190, about 1% lower. The exponent alone thus misses a factor of about 15.

The limiting field is F_c = 2.00 × √(1.20/0.6473) = 2.72 MV/cm. At 4 MV/cm the quadratic law gives 25.2, whereas the true maximum is 19.1; used there, the law would overstate the exponential factor by exp(6.05), about 425. Since F_c is proportional to T, it falls to 2.05 MV/cm at 300 K. At 0.3 MV/cm, S = 0.14, while the logarithm of the full integral is 1.12: in weak fields exp(S) is no estimate of the model's enhancement.

The activation energy at 2 MV/cm is 0.553 eV from the exponent, 0.501 eV with the −3kT/2 term, and 0.505 eV from the full integral.

**Remark 4 (how good is the WKB exponent?).** A one-dimensional well −δ(x) in a field can be solved without WKB. Use units ħ = m = 1, with the field-free decay constant also 1, and write F for the force. The equation ψ″ = −2(E + Fx)ψ − 2δ(x)ψ is solved by Ai on the left and by the outgoing wave Bi + iAi on the right, both with argument −a(x + E/F), a = (2F)^(1/3). The slope jump −2ψ(0) and the Wronskian Ai Bi′ − Ai′Bi = 1/π give

2πAi(s)[Bi(s) + iAi(s)] = a,  s = −2E/a².

For large s, 2πAi Bi ≈ 1/√s and 2πAi² ≈ exp(−A)/(2√s), where A = (4/3)s^(3/2). With √s = κ/a and E = −κ²/2, the condition becomes κ = 1 + (i/2)exp(−A). The decay rate −2 Im E is then exp(−A), with A = 2/(3F), which is Lemma 1 at W = 1/2. Solved numerically, the condition gives a change in the logarithm of the rate of 11.093 between F = 0.02 and 0.03, against 11.111 from WKB. At the example's action, A = 12.58, the exact rate is 0.91 of the WKB rate. For this one-dimensional well the WKB error, about 0.1 in the logarithm of the rate, is smaller than each of the effects sized below. This does not carry over to three dimensions. For a three-dimensional zero-range well the exponent is the same, but the prefactor is close to F/2 in these units: at A = 12.58 the rate is 0.024 of exp(−A), and the logarithm of the rate changes by 11.50 between F = 0.02 and 0.03. For a real trap the exponent is therefore more reliable than the prefactor in (c).

**Remark 5 (lattice weight).** If the thermal weight were exp(−bε) with another constant b, the same proof with 1/kT replaced by b would give the exponent (qħF)²b³/(24m), as long as the optimum stays inside the interval. The exponent is therefore sensitive to the lattice. For one vibrational mode of quantum ħω whose equilibrium shifts on emission, with relaxation energy λ, the probability of absorbing p quanta is proportional to

exp(−pħω/2kT) I_p(y),  y = (λ/ħω)/sinh(ħω/2kT),

with I_p the modified Bessel function. An explicit sum over oscillator overlaps, for λ = 4ħω and p = 3, confirms the normalized form of this weight to within 10⁻⁶ in its logarithm. For large p, d ln I_p/dp ≈ −arsinh(p/y), so the weight falls with absorbed energy at the rate

b = 1/(2kT) + arsinh(p/y)/ħω.

When the absorbed energy pħω equals λ, p/y = sinh(ħω/2kT) and b = 1/kT. Above λ the fall is steeper, which favours tunnelling; below λ it is gentler.

With ħω = 0.06 eV and the example's other values held fixed, maximizing over W gives an exponent, relative to purely thermal escape with the same lattice weight, of 9.5 for λ = 0.6 eV and 4.9 for λ = 1.2 eV, against 6.3 for the Boltzmann weight. In the second case no absorbed energy exceeds λ, so b stays below 1/kT except within the last quantum below λ (at ε = λ the exact slope is 1.007/kT), and the exponent drops.

**The model beside a real low-k film**

The parameters are rough values for a carbon-doped silicon oxide film in a reliability test. The field is far above the few tenths of a MV/cm usual in operation, and about a third of a rough breakdown field of 6 MV/cm. The assumption with the largest effect among those sized here is the neutral empty trap. If the trap is positively charged when empty, the electron's energy gains a term −C/x, with C = q²/(4πε₀ε_r). The barrier along the field is then W − qFx − C/x. The sum qFx + C/x is smallest at x = √(C/qF), so the barrier top is lowered by 2√(CqF). With optical permittivity ε_r = 2.1 this is 0.741 eV, or 21.6 kT. At the same depth and field the largest exponent is then 21.6 instead of 6.3, and it is reached at the lowered top, as in Poole–Frenkel emission. Tunnelling does not disappear: the weight falls slowly below the top, and summed over energy in this model, tunnelling there carries about four times the emission over the top. WKB is rough near a barrier top; the smoother form 1/(1 + exp A) gives about five. Both the position of the maximum and this factor depend on the parameters: at 300 K the maximum moves below the top, to W ≈ 0.98 eV, and the factor is about 25; with m = 0.3 at 398 K the maximum lies at W ≈ 0.92 eV and the factor is about 15. A two-band dispersion, κ² = 2mV(1 − V/E_g)/ħ² with V the local depth below the edge and a gap E_g = 8 eV, raises the exponent only to 6.6. The 3.24 nm path is longer than a typical small pore, roughly 1 to 2 nm, so a uniform field and a single mass are averages. Since S is proportional to F², a field 10% higher along the whole path raises S by 21%, to 7.6. Finally, the leakage current follows the emission rate if emission from bulk traps limits it and the trap filling and the distance travelled per emission do not change with field. Where the contacts limit the current, the theorem does not give its field dependence.

The numerical output below includes the full field scan.

Computed results

```
trap depth                         1.20 eV
effective mass                     0.50 m_e
temperature                        398.15 K
thermal energy kT                  0.03431 eV
field                              2.00 MV/cm
hbar^2/(2m)                        0.07620 eV nm^2
optimum barrier W*                 0.6473 eV
same, brute-force maximum          0.6474 eV
optimum thermal excitation         0.5527 eV
W*/kT                              18.867
WKB action at optimum              12.578
exponent S from the law            6.2889
exponent, brute-force maximum      6.2889
exp(S)                             538.5
saddle prefactor                   15.40
enhancement, saddle                8292
enhancement, full integral         8189
width of energy peak (std. dev.)   0.211 eV
tunnelling length                  3.24 nm
traversal time, action slope       9.592 fs
traversal time, hbar/(2kT)         9.592 fs
limiting field                     2.723 MV/cm
limiting field at 300 K            2.052 MV/cm
exponent S at 300 K, 1 MV/cm       3.675
activation energy, exponent only   0.5527 eV
activation energy, full integral   0.5053 eV
  formula with -3kT/2              0.5012 eV
at 1.5 MV/cm: full integral        0.7834 eV
  formula with -3kT/2              0.7844 eV
F (MV/cm) | W* law (eV) | S law | true max | ln(full integral)
 0.3 | 0.0146 | 0.141 | 0.141 | 1.120
 1.0 | 0.1618 | 1.572 | 1.572 | 3.595
 1.5 | 0.3641 | 3.537 | 3.537 | 5.975
 2.0 | 0.6473 | 6.289 | 6.289 | 9.011
 2.5 | 1.0114 | 9.826 | 9.826 | 12.488
 3.0 | 1.4565 | 14.150 | 13.811 | 15.648
 4.0 | 2.5892 | 25.155 | 19.102 | 20.162
Neglected effects at the example's field and temperature:
optical permittivity 2.1, Coulomb lowering 0.741 eV
lowering/kT                        21.59
charged trap: exponent 21.59 at W = 0.741 eV
two-band, gap 8.0 eV: exponent 6.636 at W = 0.710 eV
vibrational quantum                0.060 eV
relaxation 0.6 eV: exponent 9.54 at W = 0.635 eV
relaxation 1.2 eV: exponent 4.86 at W = 0.455 eV
lattice slope times kT, relaxation = depth: 1.007
exact/WKB rate of short-range well 0.906
ln-rate change, F 0.02 to 0.03 (scaled): exact 11.093
  same from WKB exponent           11.111
field / rough breakdown field      0.33
```
